# Ground-state perturbation series of the quartic oscillator through third order

## Problem

A particle in one dimension has the Hamiltonian

$$H=H_0+gV,\qquad H_0=\frac{p^2}{2}+\frac{x^2}{2},\qquad V=x^4,\qquad g>0 .$$

Units are $\hbar=m=\omega=1$, so energies are in $\hbar\omega$ and lengths in $\sqrt{\hbar/(m\omega)}$. If the quartic potential is $\lambda X^4$ in ordinary units, then $g=\lambda\hbar/(m^2\omega^3)$.

(a) Use ladder operators to find the coefficients $E_0,E_1,E_2,E_3$ in the ground-state expansion

$$E(g)\sim E_0+gE_1+g^2E_2+g^3E_3+\dots$$

(b) At $g=0.05$, compare the partial sums $S_k=\sum_{j=0}^{k}g^jE_j$ with the energy found by diagonalizing $H$.

The sign $\sim$ means that, for each fixed $k$, the error of $S_k$ is of order $g^{k+1}$ as $g\to0^+$. It does not say that the infinite series converges at a given $g$.

## A tempting solution

**The matrix elements.** Write $x=(a+a^\dagger)/\sqrt2$ with $[a,a^\dagger]=1$. The states $|n\rangle$ satisfy $H_0|n\rangle=(n+\tfrac12)|n\rangle$, so $E_0=\tfrac12$, and the gap between $|n\rangle$ and the ground state is $n$.

Let $A=(a+a^\dagger)^2=a^2+a^{\dagger2}+2a^\dagger a+1$, where $aa^\dagger=a^\dagger a+1$ was used. Then $V=A^2/4$. From $a|n\rangle=\sqrt n\,|n-1\rangle$ and $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$,

$$A|n\rangle=\sqrt{n(n-1)}\,|n-2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n+2\rangle .$$

The three cases needed are

$$A|0\rangle=|0\rangle+\sqrt2\,|2\rangle,$$
$$A|2\rangle=\sqrt2\,|0\rangle+5|2\rangle+\sqrt{12}\,|4\rangle,$$
$$A|4\rangle=\sqrt{12}\,|2\rangle+9|4\rangle+\sqrt{30}\,|6\rangle .$$

Since $A$ is Hermitian, $V_{mn}=\langle m|V|n\rangle$ is one quarter of the scalar product of $A|m\rangle$ and $A|n\rangle$:

$$V_{00}=\frac{1+2}{4}=\frac34,\qquad V_{20}=\frac{\sqrt2+5\sqrt2}{4}=\frac{3}{\sqrt2},$$
$$V_{40}=\frac{\sqrt{12}\sqrt2}{4}=\frac{\sqrt6}{2},\qquad V_{42}=\frac{5\sqrt{12}+9\sqrt{12}}{4}=7\sqrt3,$$
$$V_{22}=\frac{2+25+12}{4}=\frac{39}{4},\qquad V_{44}=\frac{12+81+30}{4}=\frac{123}{4}.$$

Each $A$ changes $n$ by $0$ or $\pm2$, so $V$ connects $|0\rangle$ to no states other than $|0\rangle$, $|2\rangle$ and $|4\rangle$.

**The orders.** The first-order energy is $E_1=V_{00}=\tfrac34$. The first-order state is obtained by applying $V$, dividing by the gap and changing the sign:

$$|\psi_1\rangle=-\sum_{n>0}\frac{|n\rangle\langle n|V|0\rangle}{n}=c_2|2\rangle+c_4|4\rangle,$$
$$c_2=-\frac12\cdot\frac3{\sqrt2}=-\frac{3}{2\sqrt2},\qquad c_4=-\frac14\cdot\frac{\sqrt6}{2}=-\frac{\sqrt6}{8}.$$

The second-order energy is

$$E_2=\langle0|V|\psi_1\rangle=c_2V_{20}+c_4V_{40}=-\frac94-\frac38=-\frac{21}{8}.$$

It seems natural to repeat the same operation for the next state:

$$|\psi_2\rangle\stackrel{?}{=}-\sum_{n>0}\frac{|n\rangle\langle n|V|\psi_1\rangle}{n}.$$

Then $E_3=\langle0|V|\psi_2\rangle$. In this expression the factor $-\langle0|V|n\rangle/n$ is the amplitude of $|n\rangle$ in $\psi_1$, so

$$E_3\stackrel{?}{=}\langle\psi_1|V|\psi_1\rangle=c_2^2V_{22}+c_4^2V_{44}+2c_2c_4V_{42}.$$

With $c_2^2=\tfrac98$, $c_4^2=\tfrac{3}{32}$ and $c_2c_4=\tfrac{3\sqrt3}{16}$, this gives

$$E_3\stackrel{?}{=}\frac{351}{32}+\frac{369}{128}+\frac{63}{8}=\frac{2781}{128}\approx21.73 .$$

**The apparent confirmation.** At $g=0.05$ the second-order sum is $0.530938$. Adding $21.73\times0.05^3\approx0.002716$ gives $0.53365$ to five decimals. Diagonalization gives $0.53264$. The error has fallen in size from $0.0017$ to $0.0010$, and the coefficient appears to be confirmed.

## Where the fault lies

The matrix elements, $E_1$, $\psi_1$ and $E_2$ are correct. The third-order coefficient is not, and a change of energy zero exposes it.

Replace $V$ by $V+c$, with $c$ a constant. The Hamiltonian becomes $H+gc$, so every energy level moves by $gc$. Thus $E_1$ must change by $c$, while $E_2$ and $E_3$ must stay fixed. The state $\psi_1$ also stays fixed, because $\langle n|c|0\rangle=0$ for $n>0$. But the proposed expression for $E_3$ changes by

$$c\,\langle\psi_1|\psi_1\rangle=c\left(\frac98+\frac3{32}\right)=\frac{39}{32}\,c .$$

It depends on the choice of energy zero and therefore cannot be right.

The wrong step is the repeated rule for $\psi_2$. To see what is missing, choose the normalization $\langle0|\psi\rangle=1$ and write

$$|\psi\rangle=|0\rangle+g|\psi_1\rangle+g^2|\psi_2\rangle+g^3|\psi_3\rangle+\dots$$

Since $\langle0|0\rangle=1$ already, every correction satisfies $\langle0|\psi_k\rangle=0$ for $k\ge1$. Insert the expansions into $(H_0+gV)|\psi\rangle=E|\psi\rangle$. Equating the coefficients of $g$, $g^2$ and $g^3$, and moving the terms with $V$ to the right, gives

$$(H_0-E_0)|\psi_1\rangle=(E_1-V)|0\rangle,$$
$$(H_0-E_0)|\psi_2\rangle=(E_1-V)|\psi_1\rangle+E_2|0\rangle,$$
$$(H_0-E_0)|\psi_3\rangle=(E_1-V)|\psi_2\rangle+E_2|\psi_1\rangle+E_3|0\rangle .$$

In the first equation the term $E_1|0\rangle$ has no component on an excited state. It drops out when the equation is projected on $\langle n|$ with $n>0$, which is why the simple rule works for $\psi_1$. In the second equation the corresponding term is $E_1|\psi_1\rangle$, which lies entirely in the excited states. It survives the projection:

$$\langle n|\psi_2\rangle=\frac{-\langle n|V|\psi_1\rangle+E_1\langle n|\psi_1\rangle}{n},\qquad n>0 .$$

The tempting solution omitted the second term in the numerator. Physically, the excited states must be compared with a ground level that has itself moved by $gE_1$. The first-order change of an energy difference involves $V_{nn}-E_1$, not $V_{nn}$ alone.

## The correct third order

Project the three equations on $\langle0|$. The left sides vanish because $\langle0|(H_0-E_0)=0$. With $\langle0|\psi_k\rangle=0$, the results are

$$E_1=\langle0|V|0\rangle,\qquad E_2=\langle0|V|\psi_1\rangle,\qquad E_3=\langle0|V|\psi_2\rangle .$$

The state $\psi_2$ need not be constructed. Because it is orthogonal to $|0\rangle$, we may subtract $E_1$ from $V$ in the last formula:

$$E_3=\langle0|(V-E_1)|\psi_2\rangle .$$

The adjoint of the first-order equation reads $\langle0|(V-E_1)=-\langle\psi_1|(H_0-E_0)$. Substituting this, and then using the second-order equation, gives

$$E_3=-\langle\psi_1|(H_0-E_0)|\psi_2\rangle$$
$$\phantom{E_3}=-\langle\psi_1|(E_1-V)|\psi_1\rangle-E_2\langle\psi_1|0\rangle .$$

The last scalar product is zero, so

$$E_3=\langle\psi_1|(V-E_1)|\psi_1\rangle .$$

This expression does not change when a constant is added to $V$, since $V$ and $E_1$ then change together. Its three parts are

$$c_2^2(V_{22}-E_1)=\frac98\left(\frac{39}{4}-\frac34\right)=\frac98\cdot9=\frac{81}{8},$$
$$c_4^2(V_{44}-E_1)=\frac3{32}\left(\frac{123}{4}-\frac34\right)=\frac3{32}\cdot30=\frac{45}{16},$$
$$2c_2c_4V_{42}=2\cdot\frac{3\sqrt3}{16}\cdot7\sqrt3=\frac{63}{8}.$$

The constant $E_1$ does not enter the cross term because $\langle4|2\rangle=0$. The sum is

$$E_3=\frac{162+45+126}{16}=\frac{333}{16}=20.8125 .$$

The answer to part (a) is therefore

$$E(g)\sim\frac12+\frac34g-\frac{21}{8}g^2+\frac{333}{16}g^3+\dots$$

The signs can be traced to the physics. The first-order term is positive because $x^4$ is positive: it raises the energy of the unchanged Gaussian state. The second-order term is negative because it equals $-\sum_{n>0}V_{n0}^2/n$, the energy gained when the state adjusts. The third-order term is positive here because $V_{22}$ and $V_{44}$ exceed $E_1$, and because $c_2$ and $c_4$ have the same sign while $V_{42}$ is positive.

## A check without ladder operators

The coefficients can also be obtained from the differential equation. Set $\psi(x)=e^{-x^2/2}f(x)$. Differentiating twice,

$$\psi''=e^{-x^2/2}\left(f''-2xf'-f+x^2f\right).$$

In $-\psi''/2+x^2\psi/2$ the terms with $x^2f$ cancel, and the Schrödinger equation becomes

$$-\frac12f''+xf'+\frac12f+gx^4f=Ef .$$

Expand $f=\sum_kg^kB_k(x)$ with $B_0=1$, and normalize by $f(0)=1$, so $B_k(0)=0$ for $k\ge1$. This normalization differs from the earlier one, but the energy does not depend on it. At order $g^k$ the term $f/2$ cancels against $E_0f$, leaving

$$-\frac12B_k''+xB_k'=-x^4B_{k-1}+\sum_{j=1}^{k}E_jB_{k-j}.$$

The source has degree at most $4k$ if $B_{k-1}$ has degree $4(k-1)$. An even polynomial $B_k=\sum_{m=1}^{2k}b_{k,m}x^{2m}$ therefore suffices. Comparing the coefficients of $x^{2m}$ for $m\ge1$,

$$2m\,b_{k,m}=(m+1)(2m+1)b_{k,m+1}-b_{k-1,m-2}+\sum_{j=1}^{k-1}E_jb_{k-j,m},$$

where coefficients outside the stated ranges are zero and $b_{0,0}=1$. The term $j=k$ is absent because $B_0$ is constant. The coefficient of $x^0$ gives $E_k=-b_{k,1}$.

For $k=1$, start at the top power: $4b_{1,2}=-1$, so $b_{1,2}=-\tfrac14$. Then $2b_{1,1}=6b_{1,2}=-\tfrac32$, so $b_{1,1}=-\tfrac34$ and $E_1=\tfrac34$, as before. Continuing in exact fractions reproduces $-\tfrac{21}{8}$ and $\tfrac{333}{16}$, and gives the next coefficient, $E_4=-\tfrac{30885}{128}$.

## Comparison at $g=0.05$

For the diagonalization, $H$ is written as a matrix in the states $|0\rangle,\dots,|N-1\rangle$. Its lowest eigenvalue is the minimum of $\langle H\rangle$ over normalized combinations of these states. It is an upper bound to the ground energy and cannot rise when states are added. The results are $0.532688$ for $N=5$, $0.532643$ for $N=10$, and $0.5326427548$ for $N=20$, $40$ and $60$. A separate calculation on a position grid gives the same ten decimals. The reference value is thus $0.53264$ to the accuracy needed here.

The first terms are

$$gE_1=0.05\times0.75=0.03750,$$
$$g^2E_2=0.0025\times(-2.625)=-0.00656,$$
$$g^3E_3=0.000125\times20.8125=0.00260 .$$

The table continues with the higher coefficients from the recursion. Its last column is the partial sum minus the reference; all energies are in $\hbar\omega$.

| $k$ | term | $S_k$ | error |
|---:|---:|---:|---:|
| 0 | 0.50000 | 0.50000 | −0.03264 |
| 1 | 0.03750 | 0.53750 | 0.00486 |
| 2 | −0.00656 | 0.53094 | −0.00171 |
| 3 | 0.00260 | 0.53354 | 0.00090 |
| 4 | −0.00151 | 0.53203 | −0.00061 |
| 5 | 0.00112 | 0.53315 | 0.00051 |
| 6 | −0.00100 | 0.53215 | −0.00049 |
| 7 | 0.00104 | 0.53319 | 0.00055 |
| 8 | −0.00123 | 0.53196 | −0.00068 |
| 9 | 0.00163 | 0.53359 | 0.00095 |
| 10 | −0.00239 | 0.53120 | −0.00144 |

Through third order each step improves the result. The sum $S_3$ is too high by $0.17$ percent of the total energy. Relative to the shift caused by the quartic term, $0.03264$, the error is larger: $0.000896/0.03264$, or about $2.7$ percent.

That $S_1$ lies above the reference is guaranteed, since $S_1=\langle0|H|0\rangle$ is the expectation value of $H$ in a trial state. No such argument has been given for the later sums. That $S_2$ and $S_3$ enclose the reference is a numerical finding at this coupling.

**Why the wrong coefficient looked acceptable.** The omitted part of $E_3$ is $-E_1\langle\psi_1|\psi_1\rangle=-\tfrac34\cdot\tfrac{39}{32}=-\tfrac{117}{128}\approx-0.914$. At $g=0.05$ it contributes $-0.914\times0.000125\approx-0.00011$ to the energy. The error of the correct $S_3$ is about eight times as large, so agreement at this one coupling cannot decide between the two coefficients.

A small coupling can. Define $R(g)=(E-S_3)/g^4$ with the correct $S_3$. Then

$$\frac{E-S_2}{g^3}=E_3+gR(g).$$

High-precision diagonalization gives $R=-237.77$ at $g=10^{-3}$ and $R=-240.93$ at $g=10^{-4}$. The right side is then $20.8125-0.2378=20.575$ and $20.8125-0.0241=20.788$. These values approach $20.81$, not $21.73$. Moreover, $R$ approaches $E_4=-241.29$, as it should if all coefficients through third order are correct.

**Where adding orders stops helping.** At $g=0.05$ the terms shrink until order 6 and then grow through order 12, the highest computed. The smallest error in that range, about $0.0005$, also occurs at order 6. Higher orders therefore do not give arbitrary accuracy in this calculation, whereas enlarging the diagonalization basis settles the energy to ten decimals.

The matrix elements suggest a reason. From the formula for $A|n\rangle$,

$$V_{nn}=\frac{n(n-1)+(2n+1)^2+(n+1)(n+2)}{4}=\frac34(2n^2+2n+1).$$

For large $n$, $gV_{nn}$ grows as $\tfrac32gn^2$, while the unperturbed energy grows as $n$. However small the positive $g$, the perturbation is not small for sufficiently high states, and higher orders bring in higher states. This makes the growth of the terms plausible; neither this estimate nor a finite table proves that the series diverges.

The numerical check tests the matrix elements, the first-order state, the coefficients and the reference energy.

## Computed results

```
Matrix elements of x^4 (dimensionless): ladder, quadrature
  <0|x^4|0> = 0.75000000, 0.75000000
  <2|x^4|0> = 2.12132034, 2.12132034
  <4|x^4|0> = 1.22474487, 1.22474487
  <2|x^4|2> = 9.75000000, 9.75000000
  <4|x^4|4> = 30.75000000, 30.75000000
  <4|x^4|2> = 12.12435565, 12.12435565
Squared norm of x^4|0>: 6.562500; <x^8>: 6.562500
psi1 amplitudes on |2>, |4>: -1.060660, -0.306186
  from eigenvector at g = 1e-05: -1.060594, -0.306131
E2 parts via |2>, |4> (hbar*omega): -2.250000, -0.375000; sum -2.625000
E3 parts 22, 44, cross (hbar*omega): 10.125000, 2.812500, 7.875000; sum 20.812500
Exact coefficients, orders 0 to 4 (hbar*omega): 1/2, 3/4, -21/8, 333/16, -30885/128
Remainder (E - S3)/g^4 (hbar*omega):
  g = 0.001: -237.77077
  g = 0.0001: -240.93160
  fourth coefficient: -241.28906
Coupling g = 0.05; ground energy (hbar*omega) by basis size:
   5 states: 0.5326878334
  10 states: 0.5326428506
  20 states: 0.5326427548
  40 states: 0.5326427548
  60 states: 0.5326427548
  sinc grid: 0.5326427548
Order, term, partial sum, sum minus reference (hbar*omega):
   0  0.50000000 0.50000000 -0.03264275
   1  0.03750000 0.53750000  0.00485725
   2 -0.00656250 0.53093750 -0.00170525
   3  0.00260156 0.53353906  0.00089631
   4 -0.00150806 0.53203101 -0.00061175
   5  0.00111906 0.53315006  0.00050731
   6 -0.00099973 0.53215033 -0.00049242
   7  0.00103885 0.53318919  0.00054643
   8 -0.00122845 0.53196074 -0.00068202
   9  0.00162801 0.53358875  0.00094600
  10 -0.00239052 0.53119823 -0.00144453
Smallest term through order 12: order 6
Smallest error through order 12: order 6, -0.00049242 hbar*omega
Relative error of S3: 0.1683 percent
```
